# Magnetic Order and the Curved Arrhenius Plot of Iron Self-Diffusion

Suppose that a first-principles calculation has given the vacancy formation energy and the migration energy of body-centred cubic iron in its ferromagnetic ground state. Their sum is a barrier at zero temperature. Before it goes into a model of layer growth, one must decide what to do with it. May it be used in an Arrhenius law at 1000 K? Should it equal the slope of diffusion data taken below the Curie temperature $T_c$? In the model treated here the answer to both questions is no. The barrier falls as magnetic order is lost, while the Arrhenius slope rises until $T_c$ is reached.

## Why the magnetic term is a free energy

In the vacancy mechanism an atom moves when a vacancy is beside it and the jump succeeds. The vacancy fraction is proportional to $e^{-G_f/RT}$ and the jump rate to $e^{-G_m/RT}$, with molar formation and migration free energies $G_f$ and $G_m$. The product gives

$$D=D_0e^{-G/RT},\qquad G=G_f+G_m .$$

Nonmagnetic entropies, the jump length, the attempt frequency and the correlation factor are collected in $D_0$, taken as constant. The lattice is fixed, and the spins are assumed to reach equilibrium around the atom at its saddle point.

Let the crystal without the defect have the exchange energy $E_0=-\sum J_{ij}\,\mathbf S_i\cdot\mathbf S_j$, each pair counted once, with $J_{ij}>0$ favouring parallel spins. In the activated state, vacancy plus atom at the saddle point, the couplings become $J_{ij}-\delta_{ij}$. The energy is then $E_0+V$, where

$$V=\sum\delta_{ij}\,\mathbf S_i\cdot\mathbf S_j .$$

Take the spins as classical or Ising spins, so that $E_0$ and $V$ commute; for quantum vector spins only the first-order result below carries over. With $\beta=1/k_BT$, the ratio of the two partition functions is then the average of $e^{-\beta V}$ in the unperturbed crystal. Hence

$$\Delta F=-k_BT\ln\langle e^{-\beta V}\rangle\simeq\langle V\rangle=\sum\delta_{ij}\langle\mathbf S_i\cdot\mathbf S_j\rangle ,$$

because $\langle e^{-\beta V}\rangle\simeq1-\beta\langle V\rangle$ and $\ln(1-u)\simeq-u$ for weak changes.

Mean-field theory treats different spins as independent, so that $\langle\mathbf S_i\cdot\mathbf S_j\rangle=\langle\mathbf S_i\rangle\cdot\langle\mathbf S_j\rangle=S^2s^2$. Here $S$ is the spin length and $s(T)$ is the magnetization divided by its zero-temperature value. Therefore $\Delta F=As^2$ with $A=S^2\sum\delta_{ij}$. Writing $N_AA=\alpha Q$, where $Q$ is the paramagnetic barrier, gives

$$G(T)=Q\,[1+\alpha s^2(T)] .$$

This is the physical reason for a raised barrier. Aligned spins gain energy from their exchange bonds, and an activated state with weaker bonds forfeits part of that gain. In the mean-field paramagnet there is no such gain to lose. The argument requires a net weakening, $\sum\delta_{ij}>0$. The form $s^2$ does not establish this sign; it has to come from barriers computed for both magnetic states.

The energy change differs from $\Delta F$. Since the mean energy is $U=-\partial\ln Z/\partial\beta$ and $\beta F=-\ln Z$,

$$\Delta U=\frac{d(\beta\Delta F)}{d\beta}=\Delta F-T\frac{d\Delta F}{dT}=A\left(s^2-T\frac{ds^2}{dT}\right).$$

The extra term is positive because $s^2$ falls on heating. To see where this energy sits, differentiate $\langle V\rangle$ at fixed couplings:

$$\beta\frac{d\langle V\rangle}{d\beta}=-\beta\big(\langle E_0V\rangle-\langle E_0\rangle\langle V\rangle\big).$$

The right-hand side is also the first-order change of $\langle E_0\rangle$ when $V$ is switched on. The extra energy is thus stored in the original couplings: the defect slightly disorders the surrounding crystal.

Sums over a host of 20,000 Ising spins, all coupled to each other, test this. At $T/T_c=0.80$ the squared magnetization is 0.505. Weakening a bond by a small $\delta$ costs a free energy of $0.505\,\delta$ but an energy of $2.15\,\delta$, as the two formulas require.

## The slope and the curvature

An Arrhenius plot shows $\ln D=\ln D_0-Gy/R$ against $y=1/T$. Because $dT/dy=-T^2$,

$$-R\frac{d\ln D}{dy}=G+y\frac{dG}{dT}(-T^2)=G-T\frac{dG}{dT}\equiv H .$$

The slope therefore measures the activation enthalpy

$$H=Q\left[1+\alpha\left(s^2-T\frac{ds^2}{dT}\right)\right].$$

For the curvature, note that $dH/dT=G'-G'-TG''=-TG''$, where primes denote $d/dT$. Then

$$\frac{d^2\ln D}{dy^2}=-\frac1R\frac{dH}{dy}=\frac{T^2}{R}\frac{dH}{dT}=-\frac{Q\alpha T^3}{R}\frac{d^2s^2}{dT^2}.$$

If $s^2(T)$ is concave and $\alpha>0$, the plot is convex below $T_c$.

There is a geometric reading. The tangent to $G(T)$ at temperature $T$, extended to zero temperature, has the intercept $G-TG'=H$. A concave curve lies below its tangents, so this intercept exceeds $G(0)=Q(1+\alpha)$. The Arrhenius slope below $T_c$ is then larger than even the fully ferromagnetic barrier, although the actual $G(T)$ is smaller.

## A solvable magnetization curve

Take spin 1, with $S_z=-1,0,1$, and $z$ neighbours coupled by $J$. The mean field is $zJs$, and with $x=zJs/k_BT$ the three Boltzmann weights are $e^{-x},1,e^{x}$. The average spin is

$$s=\frac{e^x-e^{-x}}{1+e^x+e^{-x}}=\frac{2\sinh x}{1+2\cosh x}.$$

For small $x$ the numerator is $2x(1+x^2/6)$ and the denominator is $3(1+x^2/3)$, so that

$$s\simeq\frac{2x}{3}\left(1-\frac{x^2}{6}\right).$$

A nonzero solution first appears when the linear terms balance, $1=2zJ/(3k_BT_c)$. Thus $zJ=\tfrac32k_BT_c$ and $x=3sT_c/(2T)$. Substituting this and dividing by $s$ gives

$$\frac{T}{T_c}\simeq1-\frac{x^2}{6}\simeq1-\frac{3s^2}{8},\qquad s^2\simeq\frac83\left(1-\frac{T}{T_c}\right),$$

where $x^2\simeq9s^2/4$ was used in the small correction. Just below $T_c$, therefore, $s^2\to0$ but $-T\,ds^2/dT\to8/3$, and

$$H(T_c^-)=Q\left(1+\frac{8\alpha}{3}\right),\qquad H(T_c^+)=Q .$$

At the other end, $s\to1$ and $T\,ds^2/dT\to0$ as $T\to0$, so $H\to Q(1+\alpha)$. Between these limits, $H$ was tested at 300 temperatures from 200 to 1039 K, with the parameters below. It rises from each to the next and stays above $Q(1+\alpha)$.

Followed from high to low temperature, the plot first has slope $-Q/R$. At $T_c$ it turns abruptly steeper, without a jump in $D$. It then flattens gradually towards slope $-Q(1+\alpha)/R$. The curvature below $T_c$ and the kink at $T_c$ thus have opposite signs.

## Numbers of the size relevant to iron

Choose the round parameters $Q=250$ kJ/mol (2.59 eV), $\alpha=0.15$, $T_c=1040$ K and $D_0=10^{-3}$ m²/s. The magnetization is still that of the spin-1 mean-field model, not the measured curve of iron, so the values below show the size of the effect and are not predictions for iron. The ferromagnetic barrier is $250\times1.15=287.5$ kJ/mol (2.98 eV). The slope just below $T_c$ corresponds to $250\times(1+0.40)=350$ kJ/mol (3.63 eV).

At 900 K, $s^2=0.325$, and so

$$G=250+37.5\times0.325=262.2\ \text{kJ/mol}.$$

Relative to the extrapolated paramagnetic line, $D$ is reduced by $\exp[-12200/(8.314\times900)]=0.196$. The magnetic activation entropy, $\Delta S=-dG/dT$, is 78.2 J/(mol K), which gives

$$H=262.2+900\times0.0782=332.6\ \text{kJ/mol}.$$

Since $G=H-T\Delta S$, the tangent to the Arrhenius plot has the prefactor $D_0e^{\Delta S/R}$, here $1.2\times10^4D_0$. This large prefactor does not signal a different jump mechanism. It compensates for a slope that exceeds the barrier.

A straight line fitted to 16 points between 850 and 1000 K gives 335 kJ/mol (3.47 eV) and a prefactor of 17 m²/s. Its largest deviation in $\ln D$ is 0.029, about 3% in $D$, so scatter of that size could hide the curvature. Extrapolation exposes it. At 600 K the line gives

$$\ln\frac{D}{\text{m}^2/\text{s}}=\ln17.3-\frac{335100}{8.314\times600}\simeq-64.3,$$

whereas the model value, $4.2\times10^{-28}$ m²/s, has the logarithm $-63.0$. The line is too low by a factor of about 3.6.

The opposite shortcut is to keep $D_0$ and use the zero-temperature barrier at 1000 K, where $G=253.7$ kJ/mol. The result is too small by a factor of $\exp[(287500-253700)/(8.314\times1000)]\simeq58$.

Within this model, the consistent procedure is to compute the ferromagnetic barrier $Q_F$ and the paramagnetic barrier $Q$, the latter with disordered local moments. One then sets $\alpha=Q_F/Q-1$, inserts $G(T)$ into $D$, and compares measured slopes with $H(T)$.

## Where the law needs care

**Size of $\alpha$.** Whether simple bond counting supplies the value chosen here depends on the spin model; for spin 1 it does not. At full order the spin-1 exchange energy per atom is $zJ/2=\tfrac34k_BT_c$, or 6.5 kJ/mol. Making a vacancy breaks $z$ bonds and regains $z/2$ when the atom is placed at a surface kink, so it costs this same amount, 17% of $\alpha Q$. Suppose that the jumping atom also lost all seven of its remaining nearest-neighbour bonds. With $J=\tfrac14\times6.5$ kJ/mol for $z=8$, the total would be $6.5+7\times1.6\simeq18$ kJ/mol, well below 37.5. Mean-field theory overestimates $T_c$ for a given $J$, so the $J$ inferred here is somewhat too small, but even a value 40% larger would give only about 25 kJ/mol. For classical unit vectors, however, the mean-field response is $s\simeq x/3$, so that $zJ=3k_BT_c$ and every number doubles: 13 kJ/mol for the vacancy and about 36 kJ/mol in total, close to 37.5. Bond counting from $T_c$ therefore fixes only the order of magnitude of $\alpha Q$, even with the generous assumption that all seven bonds are lost. Changes in local moments and in electronic structure may also contribute, but this model cannot determine them.

**Strong perturbations.** The $s^2$ law was derived for weak bond changes. The next term of $\Delta F$ is $-\tfrac{\beta}{2}(\langle V^2\rangle-\langle V\rangle^2)$. For Ising spins, two weakened bonds that share a spin contribute to $\langle V^2\rangle$ through the correlation of their outer spins, which is $s^2$ in mean-field theory, while $\langle V\rangle^2$ is proportional to $s^4$. Strong changes therefore add a term in $s^4$ and also make the coefficient of $s^2$ depend on temperature. In the Ising host, eight bonds around one spin were weakened by $k_BT_c/8$ each. This is the strength of a whole bond in an Ising crystal with eight neighbours and the same mean-field $T_c$; the host's own bonds are far weaker, because each spin is coupled to all others. The eight pairs thus end up with a net antiferromagnetic coupling that offsets the mean field on the central spin, so the test imitates the removal of bonds rather than performing it. The magnetic part of $\Delta F$, measured from its paramagnetic value at the same temperature, was then 0.80, 0.63 and 0.57 times the first-order law at $T/T_c=0.50$, 0.80 and 0.95. The deviation near $T_c$, where $s^4$ is small, comes mainly from the changed coefficient of $s^2$: the eight bonds form 56 ordered pairs, which to second order lower it by the fraction $28\beta\delta^2/(8\delta)\simeq0.44$ for $\delta=k_BT_c/8$ at $T_c$. This host is not iron, and its total bond change is only $k_BT_c$, whereas the $\alpha Q$ chosen above is $4.3\,RT_c$. Placed on the same eight bonds, a change of that size would raise the fraction at $T_c$ from 0.44 to about 1.9, and the expansion would fail. For the iron-sized parameters the $s^2$ law is therefore an assumed interpolation between the two computed barriers. The weak-change derivation motivates it but does not guarantee its accuracy.

**Short-range order.** Neighbouring spins remain correlated above $T_c$, which mean-field theory neglects. A periodic $4\times4$ Ising lattice at 1.5 times the infinite-lattice $T_c$ has a neighbour correlation of 0.41. That number belongs to a small two-dimensional system; for eight neighbours the Bethe approximation, with $\tanh(J/k_BT_c)=1/7$, gives only $\tanh(J/k_BT)\simeq0.10$ at $1.5\,T_c$. In either case the first-order result $\Delta F=\sum\delta_{ij}\langle\mathbf S_i\cdot\mathbf S_j\rangle$ still applies, and part of the magnetic barrier survives.

If the weakened bonds are nearest-neighbour bonds with common correlation $c(T)$, the magnetic part of $H$ is proportional to $c-T\,dc/dT$. The magnetic energy of the crystal is proportional to $-c$ when nearest-neighbour exchange dominates, so $-dc/dT$ is proportional to the magnetic heat capacity. The mean-field step in $H$ is then replaced by a feature that follows this heat capacity, including its part above $T_c$.

**The critical region.** For this reason a realistic magnetization curve should not be inserted into the $s^2$ law very close to $T_c$. If $s^2=a(1-T/T_c)^{2b}$, then

$$-T\frac{ds^2}{dT}=2ab\,\frac{T}{T_c}\left(1-\frac{T}{T_c}\right)^{2b-1},$$

which diverges at $T_c$ when $b<1/2$. The barrier $G$ stays finite, but the predicted slope does not. There the neighbour correlation has to replace $s^2$. The slope then follows the heat capacity, which may itself have a weaker singularity at $T_c$.

The numerical output below lists the values at the other temperatures.

## Computed results

```
Q paramagnetic = 250.0 kJ/mol = 2.591 eV
alpha = 0.15, Tc = 1040 K, D0 = 1.0e-03 m^2/s
alpha Q = 37.50 kJ/mol
Q(1+alpha) = 287.50 kJ/mol = 2.980 eV
H limit below Tc = 350.0 kJ/mol = 3.627 eV
H numerical at 1038.96 K = 349.86 kJ/mol
T[K]  s  s^2  G[kJ/mol]  H[kJ/mol]  D[m^2/s]  D/D_para
600  0.8945  0.8001  280.01  304.54  4.206e-28  0.0024
700  0.8215  0.6749  275.31  312.46  2.861e-24  0.0129
800  0.7189  0.5168  269.38  321.79  2.579e-21  0.0543
900  0.5704  0.3253  262.20  332.55  6.063e-19  0.1959
1000  0.3159  0.0998  253.74  344.73  5.573e-17  0.6375
1030  0.1596  0.0255  250.96  348.66  1.877e-16  0.8945
1100  0.0000  0.0000  250.00  250.00  1.345e-15  1.0000
curvature of ln D in 1/T at 900 K = 1.117e+07 K^2
magnetic activation entropy at 900 K = 78.17 J/(mol K)
tangent prefactor / D0 at 900 K = 1.210e+04
fit range = 850 to 1000 K, 16 points
fitted energy = 335.1 kJ/mol = 3.473 eV
fitted prefactor = 1.730e+01 m^2/s
fitted prefactor / D0 = 1.730e+04
largest fit residual in ln D = 0.0292
exchange energy 3/4 R Tc = 6.49 kJ/mol
exchange energy / (alpha Q) = 0.173
magnetic entropy integral = 9.1342 J/(mol K)
R ln 3 = 9.1344 J/(mol K)
Ising host at T/Tc = 0.80: m^2 = 0.5047
free-energy change per weak bond / delta = 0.5045
mean-energy change per weak bond / delta = 2.1464
m^2 - T d(m^2)/dT = 2.1456
whole bonds, T/Tc = 0.50: change / m^2 law = 0.801
whole bonds, T/Tc = 0.80: change / m^2 law = 0.634
whole bonds, T/Tc = 0.95: change / m^2 law = 0.574
4x4 Ising, T = 1.5 Tc(infinite lattice): neighbor correlation = 0.4070
```
